# Charged kinks and faster dislocation glide in heavily n-type silicon

## What dimensions and symmetry already fix

A dislocation in silicon advances when kinks, the steps that join neighbouring straight stretches of the line, run along it. Let $h$ be the height of a kink, $a$ its step along the line, $\omega$ its jump rate without stress, and $x$ its statistical weight per site, for each of the two kink signs. Let $f$ be the work done by the stress in one kink step, divided by $kT$. Each kink step carries one site of the line forward by $h$, so on a line of $N$ sites the velocity has the form
$$v=h\,\omega\,\Phi(x,f,N).$$
Reversing the stress reverses the motion, so $\Phi$ is odd in $f$. On a long line the length drops out, and dilute kinks act separately, so $\Phi\propto x$. On a short line that is usually free of kinks, a pair must first form, at any of $N$ places, which suggests $\Phi\propto Nx^2$.

The Fermi level $E_F$ is restricted too. Shifting the zero of electron energy changes nothing physical, so $E_F$ enters through its distance from an electronic level of the kink, divided by $kT$. A kink that can bind one extra electron at level $E_j$ then brings in the sum over its two charge states,
$$Z_j=1+\gamma\,e^{(E_F-E_j)/kT},$$
where $\gamma$ is the spin degeneracy of the charged state over that of the neutral one.

What remains is to find which level counts, that of the kink at rest or that of the kink crossing its migration barrier, and to which power $Z$ appears. The answer decides when charged kinks really do speed up glide. The algebra holds in any consistent units; the numbers below are in eV, nm and seconds.

## Doping adds kinks; it does not merely recharge them

Neutral kinks form in pairs of opposite sign out of the line itself. No electron is exchanged, so their weight contains no $E_F$:
$$x_0=e^{-F_0/kT},$$
with $F_0$ the formation free energy of one neutral kink, its spin degeneracy included. A negative kink has taken an electron from the crystal, at a cost $E_r-E_F$, where $E_r$ is the acceptor level of the kink at rest. Its weight and formation free energy are
$$x_-=\gamma x_0e^{(E_F-E_r)/kT},\qquad F_-=F_0+E_r-E_F-kT\ln\gamma .$$
The total weight is $x=x_0+x_-=x_0Z_r$. Raising $E_F$ lowers $F_-$ one for one and leaves the neutral population per kink-free site as it was. The charged kinks come on top.

This was tested by exact counting in a closed system: 30 line sites and 200,000 electron orbitals, with $x_0=0.05$, $\gamma=1/2$ and the kink level $3kT$ below the orbitals. When the number of electrons rose from 2000 to 20,000, the neutral kinks per empty site stayed at 0.0500, while the charged ones rose from 0.0051 to 0.0558.

## A solvable model of glide

Let each site hold a $+$ kink, a $-$ kink or none, written $s=+1,-1,0$. Four moves of a neighbouring pair of sites advance the line by $h$ over one site:

- $(+,0)\to(0,+)$ and $(0,-)\to(-,0)$, at rate $\omega$;
- $(+,-)\to(0,0)$, at rate $2\omega$, since either partner may make the annihilating jump;
- $(0,0)\to(-,+)$, at rate $2\omega x^2$.

The last rate follows from detailed balance without stress: an empty pair has weight 1, the pair $(-,+)$ has weight $x^2$, and the latter annihilates at rate $2\omega$. Stress multiplies advancing moves by $e^{f/2}$. The mirror-image moves carry the line back and are multiplied by $e^{-f/2}$.

Try the stationary state in which every kink contributes a factor $x$ and sites are otherwise independent. For each pair $(s,t)$, take the rate of leaving by advancing moves minus the rate of arriving, both per unit weight of $(s,t)$:

- $(+,0)$ and $(0,-)$ are left at rate $\omega$ and not entered: $+\omega$.
- $(+,-)$ is left at rate $2\omega$ and not entered: $+2\omega$.
- $(0,+)$ and $(-,0)$ are entered at rate $\omega$ and not left: $-\omega$.
- $(-,+)$ is entered from $(0,0)$ at relative rate $2\omega x^2/x^2$: $-2\omega$.
- $(0,0)$ is left at rate $2\omega x^2$ and entered from $(+,-)$ at relative rate $x^2\cdot2\omega$: $0$.
- $(+,+)$ and $(-,-)$ take no part: $0$.

All nine cases equal $\omega(s-t)$. Summed around a closed line, these differences cancel. The backward moves give $\omega(t-s)$ and cancel likewise. The trial state is therefore stationary at any $f$: in this model stress moves kinks without changing their density.

**Long line.** Sites are independent, with probabilities $1/(1+2x)$ for no kink and $x/(1+2x)$ for each sign. The advancing moves per site, without the stress factor, occur at the rate
$$\omega\,\frac{x+x+2x^2+2x^2}{(1+2x)^2}=\frac{2\omega x}{1+2x}.$$
The four terms are the two hops, annihilation and creation. Subtracting backward moves supplies $e^{f/2}-e^{-f/2}=2\sinh(f/2)$, so
$$v_\infty=\frac{2hx}{1+2x}\,\omega\,2\sinh\frac f2\simeq 2hx\omega f ,$$
where the last form holds for dilute kinks and low stress.

**Finite line.** Consider a closed line of $N$ sites with $m$ kinks of each sign. Its weight is $x^{2m}N!/[(m!)^2(N-2m)!]$. Write $P(s,t)$ for the probability of a neighbouring pair. The advancing rate per site is
$$\omega\,[P(+,0)+P(0,-)+2P(+,-)+2x^2P(0,0)].$$
Replacing $(0,0)$ by $(+,-)$ multiplies a weight by $x^2$, hence $x^2P(0,0)=P(+,-)$. A given site holds a $+$ kink with probability $\langle m\rangle/N$, so
$$P(+,0)=\langle m\rangle/N-P(+,+)-P(+,-).$$
By symmetry $P(0,-)$ has the same value. The bracket becomes
$$\frac{2\langle m\rangle}{N}+2P(+,-)-2P(+,+).$$
At fixed $m$ these pair probabilities are $m^2/[N(N-1)]$ and $m(m-1)/[N(N-1)]$, which differ by $m/[N(N-1)]$. The bracket is thus $2\langle m\rangle/(N-1)$, and
$$v_N=\frac{2h\omega\langle m\rangle}{N-1}\,2\sinh\frac f2 .$$
For large $N$ and small $x$ at fixed $y=Nx$, the weights become $y^{2m}/(m!)^2$. Their sum is the modified Bessel function $I_0(2y)$, and
$$\langle m\rangle=\frac y2\frac{d}{dy}\ln I_0(2y)=y\,\frac{I_1(2y)}{I_0(2y)},\qquad \frac{v_N}{v_\infty}=\frac{I_1(2Nx)}{I_0(2Nx)} .$$
The ratio tends to 1 for $Nx\gg1$ and to $Nx$ for $Nx\ll1$. The second limit gives $v\propto Nx^2\omega$, as the opening argument suggested. The closed line stands in for a segment between obstacles. Real obstacles may shift the crossover length and its shape.

## The level that counts is the one at the saddle

Now give the kinks charge states $q$ with weights $x_q$ and jump rates $\omega_q$, taken to be the same for both kink signs. Two kinks annihilate at rate $\omega_q+\omega_{q'}$. If electrons come and go much faster than kinks jump, each kink has charge $q$ with probability $x_q/x$, whatever its neighbours. Its mean jump rate is $\bar\omega=\sum_qx_q\omega_q/x$, the mean annihilation rate is $2\bar\omega$, and the total creation rate is
$$\sum_{q,q'}x_qx_{q'}(\omega_q+\omega_{q'})=2x\sum_qx_q\omega_q=2x^2\bar\omega .$$
These are the rates of the model just solved, with $\omega$ replaced by $\bar\omega$.

The full master equation with charges tests this reduction. For five sites, $f=0.6$, weights 0.10 and 0.15, jump rates 1 and 3, and very fast exchange, both it and the formula give a speed of 0.420097, in units of $h$ times the slower jump rate. With no direct exchange the speed is 0.418794, lower by 0.3% in this case.

Let the neutral kink have migration barrier $W_0$, and let the extra electron have level $E_s$ when the kink is at the barrier top, its saddle point. The charged barrier is the charged saddle energy minus the charged rest energy:
$$W_-=W_0+E_s-E_r .$$
With one attempt rate $\nu$ and one $\gamma$ for both positions, and $\omega_0=\nu e^{-W_0/kT}$,
$$x_-\omega_-=\gamma x_0\nu\,e^{(E_F-E_r)/kT}e^{-(W_0+E_s-E_r)/kT}=x_0\omega_0\,\gamma e^{(E_F-E_s)/kT}.$$
The rest level cancels, so $x\bar\omega=x_0\omega_0Z_s$. A deeper rest level makes charged kinks more numerous and slower in equal measure. For dilute kinks,
$$v_\infty\propto Z_s,\qquad v_{\rm short}\propto N x\,(x\bar\omega)\propto Z_rZ_s .$$

The explanation by populations alone, in which velocity rises because the kink density rises, is the case $E_s=E_r$: charge leaves the migration barrier unchanged. In general, on a long line, abundant charged kinks do not suffice. The electron must also lower the free energy of the saddle.

A calculation of diffusion on two coupled periodic energy surfaces tests the cancellation. Here $\gamma=1$, the neutral barrier was $18kT$, the saddle level $2kT$, and $E_F$ was raised from $-1kT$ to $4kT$. With the rest level at $1kT$ the kink density rose 18.15-fold, with it at $3kT$ only 3.73-fold. The transport, density times drift speed, rose 8.18-fold and 7.80-fold, against 7.99 from $Z_s$. The residual 2.4% has a simple source. Charge changes the barrier height by $\pm1kT$ and with it the curvature of the barrier top. As the charged share at the saddle rises by 0.83, the curvature changes by about $0.83/18$, and the rate, which goes as its square root, by about 2.3%.

## Silicon with $10^{19}$ donors per cm³ at 800 K

Take $kT=0.0689$ eV and a stress of 30 MPa. The kink parameters are round model values: $F_0=0.70$ eV, $W_0=1.20$ eV, $\nu=10^{13}$ s⁻¹, $\gamma=1/2$ (an unpaired electron when neutral, a spin pair when charged), and $E_r=E_s$ at 0.30 eV below the conduction edge $E_C$. The lengths are $a=0.384$ nm, taken also as the Burgers vector, and $h=0.333$ nm.

Charge neutrality with Fermi–Dirac statistics, a gap of 0.96 eV and rough band masses fixes the Fermi level. It lies 0.477 eV below $E_C$ in intrinsic material and 0.173 eV below it in the doped crystal. Relative to the kink level these are $-0.177$ and $+0.127$ eV, so
$$Z_{\rm i}=1+\tfrac12e^{-0.1773/0.0689}=1.04,\qquad Z_{\rm n}=1+\tfrac12e^{0.1272/0.0689}=4.17 .$$
The formation free energy of a charged kink falls from 0.925 to 0.621 eV, and the charged population grows about 83-fold. The total grows only by $4.17/1.04=4.0$, because the intrinsic crystal has mainly neutral kinks, and these remain.

With $x_0=3.89\times10^{-5}$, a jump rate of $2.76\times10^5$ s⁻¹ and $f=0.133$, the intrinsic long-line speed is
$$2(0.333)(3.89\times10^{-5})(1.04)(2.76\times10^5)(0.133)\approx1.0\ \text{nm/s}.$$
The doped value is 4.0 nm/s.

**Line length.** Kinks of one sign are 9.5 µm apart in the intrinsic crystal and 2.4 µm apart in the doped one. On a closed line of 1 µm the enhancement is 15, near the short-line limit $4.01^2=16$. It is 5.3 at 10 µm and 4.1 at 100 µm.

**Saddle level.** Hold the rest level fixed, so that the kink density still rises fourfold. Raising the saddle level by 0.2 eV cuts the long-line enhancement to 1.2, while short lines keep 4.7. Lowering it by 0.1 eV gives 12 on long lines. A measured speed-up on long lines alone therefore cannot tell how many kinks are charged.

**Doping and temperature.** The rest of this section has $E_s=E_r$ and long lines. At 800 K the factor is 1.02 for $10^{17}$ and 1.27 for $10^{18}$ donors per cm³; the intrinsic electron density is $1.2\times10^{17}$ cm⁻³, and donors must well exceed it to move $E_F$ far. With $10^{19}$ donors the factor falls from 8.1 at 700 K to 1.8 at 1000 K and 1.2 at 1200 K. With $10^{19}$ acceptors at 800 K it is 0.96, a slight slowing, since few charged kinks were there to lose. A kink that could also give up an electron would add a term growing as $E_F$ falls, and p-type doping could then speed up glide.

## The activation energy falls by a different amount

The slope of $\ln v$ against $\beta=1/kT$ is not governed by $E_F-E_s$, because $E_F$ itself moves with temperature. Let $p_s=(Z_s-1)/Z_s$ be the charged share at the saddle. Then
$$\frac{d\ln Z_s}{d\beta}=p_s\frac{d}{d\beta}\big[\beta(E_F-E_s)\big].$$
For a fixed, non-degenerate electron density $n=N_Ce^{\beta(E_F-E_C)}$ with $N_C\propto\beta^{-3/2}$,
$$\beta(E_F-E_C)=\ln n-\ln N_C,\qquad \frac{d}{d\beta}\big[\beta(E_F-E_C)\big]=\frac{3}{2\beta}.$$
Holding $E_C-E_s$ fixed as well, the charge lowers the activation energy by
$$p_s\left[(E_C-E_s)+\tfrac32kT\right]=0.760\,(0.300+0.103)=0.307\ \text{eV}.$$
A numerical derivative with full statistics gives 0.309 eV, whereas $p_s(E_F-E_s)$ is only 0.097 eV. In the intrinsic crystal the kink level lies above $E_F$ and fills on heating, which raises the activation energy by 0.012 eV. The doped line thus has an activation energy 0.32 eV below the intrinsic one. The two velocities approach each other on heating, and the ratio at one temperature cannot be read off from the difference in slope alone.

## How far the numbers can be trusted

Measured glide in heavily n-type silicon is faster than in undoped material by factors of a few and more at moderate temperatures, so the fourfold result is of a realistic size. It is no prediction, since the kink level and its spin degeneracy were chosen: $\gamma=2$ in place of $1/2$ would give 12. The model's activation energy for undoped glide on long lines, about $F_0+W_0=1.9$ eV, is somewhat below the roughly 2.2 eV found for silicon, so its absolute speeds deserve little weight. Real dislocations are also split into partials with several kinds of kink, and kinks of opposite sign need not have the same level. If only one sign could bind an electron, still with $E_s=E_r$, the long-line factor would be $\sqrt{4.0}=2.0$: kinks form in pairs, so the density of each sign follows the square root of the product of the two weights.

One assumption that can break is that the line carries no other charge. Suppose one electron is trapped per 10 nm of line, and smear its charge evenly along the line. With a screening length of 2.1 nm, the potential at distance $a$ from the line then raises the kink level by 0.045 eV and cuts the enhancement from 4.0 to 2.5. The trapped electrons would really sit several screening lengths apart, so the shift would vary strongly along the line, and this is only an estimate of its average size. Treating donors as isolated centres 0.045 eV deep, a pessimistic picture at this density, leaves $8.0\times10^{18}$ electrons per cm³ and a factor of 3.4. Screening by the electron gas shifts levels by about 0.03 eV. The shifts of the band edge and of the charged kink tend to cancel. If only the band edge moved down, the factor would be 3.0; if only the charged kink did, the factor would rise instead.

Forces between kinks matter less for the long-line ratio. Two kinks at distance $r$ attract elastically as $-A/r$, with $A\approx\mu a^2h^2/8\pi$, up to a factor of order one that depends on the character of the dislocation, for a shear modulus $\mu$ of roughly 60 GPa, while the stress contributes $-Br$, with $B$ the force on a kink. The sum is largest at $r=\sqrt{A/B}=3.2$ nm, where it equals $-2\sqrt{AB}=-0.15$ eV. The nucleation rate goes as the inverse of $\int e^{-(A/r+Br)/kT}dr$, so the attraction multiplies it by $1/[zK_1(z)]\approx4.3$, where $z=2\sqrt{AB}/kT=2.2$ and $K_1$ is a modified Bessel function. This factor is common to both crystals and cancels from the long-line and short-line limits of the enhancement. It does not cancel in between: it acts like multiplying $x$ by $\sqrt{4.3}\approx2.1$, which halves the crossover length and brings the enhancement on closed lines of 1 and 10 µm down to roughly 12 and 4.5. The Coulomb repulsion of two charged kinks at that distance is 0.009 eV with the screening length above and 0.039 eV with no screening, both below $kT$. It lowers the enhancement somewhat, since charged pairs are common only in the doped crystal. The range is worth giving because a sphere with the screening length as radius holds less than one electron, so the screening formula is only rough here.

Fast electron exchange looks safe: for a capture cross-section of $10^{-15}$ cm², a kink captures electrons at about $2\times10^9$ s⁻¹ in the intrinsic crystal and $2\times10^{11}$ s⁻¹ in the doped one, far above its jump rate.

Donors also act directly. A negative kink 2.3 nm from an ionized donor is attracted by 0.018 eV with screening and 0.053 eV without, and by more when closer. Dopants that gather at a resting dislocation can pin it and oppose the speed-up. That effect lies outside the model, and at low stress it may decide whether the line moves at all. The remaining values are in the numerical output.

## Table of computed values

```
closed bath, neutral kinks/empty site: 0.0500, 0.0500
same, charged kinks/empty site: 0.0051, 0.0558
ring speed, master eq. / formula: 0.420097 / 0.420097
ring speed without electron exchange: 0.418794
rest level 1 kT: density x18.15, transport x8.18
rest level 3 kT: density x3.73, transport x7.80
saddle-level law for both: x7.99
T = 800 K, kT = 0.0689 eV, donors = 1.0e+19 cm^-3
stress = 30 MPa, f = 0.133
F0 = 0.70 eV, W0 = 1.20 eV, level depth = 0.30 eV, g = 0.5
a = 0.384 nm, h = 0.333 nm, attempt rate = 1e+13 1/s
band masses (electron, hole) = 1.10, 1.15 m_e
gap = 0.959 eV, Nc = 1.261e+20 cm^-3
electrons: intrinsic 1.241e+17, doped 1.000e+19 cm^-3
EF - EC: intrinsic -0.4773, doped -0.1728 eV
EF - level: intrinsic -0.1773, doped 0.1272 eV
Z: intrinsic 1.0382, doped 4.1660; charged share 0.760
F(charged): intrinsic 0.925, doped 0.621 eV
neutral kink weight x0 = 3.892e-05 per site and sign
kink spacing per sign: 9.50, 2.37 um
kink jump rate = 2.756e+05 1/s
long-line speed: intrinsic 0.990, doped 3.971 nm/s
enhancement: long line 4.01, short line 16.10
closed line 0.1 um: enhancement 16.09
closed line 1 um: enhancement 14.90
closed line 10 um: enhancement 5.27
closed line 100 um: enhancement 4.09
closed line 1000 um: enhancement 4.02
net donors 1e+17 cm^-3: long-line factor 1.018
net donors 1e+18 cm^-3: long-line factor 1.265
net donors 1e+20 cm^-3: long-line factor 40.089
net donors -1e+19 cm^-3: long-line factor 0.964
700 K, same donors: long-line factor 8.09
900 K, same donors: long-line factor 2.47
1000 K, same donors: long-line factor 1.77
1200 K, same donors: long-line factor 1.24
saddle level -0.1 eV: long 12.47, short 50.05
saddle level +0.1 eV: long 1.73, short 6.93
saddle level +0.2 eV: long 1.17, short 4.70
with g = 2: long-line factor 11.85
slope drop, doped: 0.3086 eV; closed form 0.3066 eV
share*(EF - level) = 0.0967 eV
slope drop, intrinsic: -0.0122 eV; difference 0.3208 eV
screening length = 2.11 nm
1 trapped electron per 10 nm of line: level +0.045 eV, factor 2.54
screening shift 0.029 eV; if uncancelled, factor 2.96
isolated donors 0.045 eV deep: n = 8.01e+18 cm^-3, factor 3.39
critical pair width 3.19 nm, elastic drop 0.153 eV
charged-pair repulsion there: 0.0085 eV
kink-donor attraction at 2.32 nm: 0.0177 eV
electron capture rate: 2.4e+09, 1.9e+11 1/s
```
